\section*{Small-wavevector exchange correction for hybrid-functional calculations of insulating monolayers}

\section{Half an electronvolt from one wavevector}

In a model monolayer sampled on a $12\times12$ mesh, with an exchange fraction of 0.25, the gap at $\Gamma$ is 0.508 eV too small if the $1/q$ pole of the exchange interaction is simply left out at $q=0$. One number placed at that wavevector reduces the error to 2.7 meV. These notes derive that number and the error it leaves.

The model has a hexagonal lattice with constant 0.25 nm and a vacuum period $L_z=1.5$ nm. Its in-plane potential is $-2V_0\sum_{i=1}^{3}\cos(\mathbf G_i\cdot\mathbf r)$, with $V_0=10$ eV and $\mathbf G_i$ the three shortest reciprocal vectors, one from each $\pm$ pair. Across the layer the confinement is harmonic, with quantum 8 eV. The lowest in-plane band is filled in $z$-levels 0 and 1, so $N_e=4$ electrons per cell. Exchange is evaluated on these fixed orbitals. Errors are relative to the infinite-mesh value for the same orbitals.

Hartree atomic units are used in the derivation. I assume full bands, a gap, and a mesh of $N$ points containing $\Gamma$. The cell area is $A$, and $L=\sqrt{NA}$ is the linear size of the supercell that the mesh represents.

\section{Exchange as a sum over wavevectors}

Take full-range exchange with unit fraction first. Let $\mathbf p=\mathbf k-\mathbf k'+\mathbf G$ be an in-plane wavevector, and define the pair amplitude
\begin{equation}
\rho_{n\mathbf k,m\mathbf k'}(\mathbf p,z)=\int d^2r\,\psi^*_{n\mathbf k}\psi_{m\mathbf k'}e^{i\mathbf p\cdot\mathbf r},
\end{equation}
with orbitals normalized in the supercell. The in-plane transform of $1/r$ at height difference $z-z'$ is $(2\pi/p)e^{-p|z-z'|}$. Inserting it in the exchange energy per cell gives
\begin{align}
E&=-\frac1{2L^2}\sum_{\mathbf p}F(\mathbf p),\\
F(\mathbf p)&=\frac{2\pi}{p}\iint dz\,dz'\,D(\mathbf p;z,z')e^{-p|z-z'|},\\
D(\mathbf p;z,z')&=\frac1N\sum_{\sigma\mathbf k nm}\rho(\mathbf p,z)\rho^*(\mathbf p,z').
\end{align}
Both $n$ and $m$ are occupied, and $\mathbf k'$ is fixed by $\mathbf k$ and $\mathbf p$. The factor $1/2$ prevents double counting. For an infinite mesh, $L^{-2}\sum_{\mathbf p}$ becomes $\int d^2p/(2\pi)^2$, and the pole is integrable because $d^2p=p\,dp\,d\varphi$.

\section{The constant hidden in the slab truncation}

A plane-wave calculation repeats the layer with period $L_z$ and cuts the interaction at $|z|=R=L_z/2$. Its Fourier element is
\begin{align}
v(q,G_z)&=\frac{2\pi}{q}\int_{-R}^{R}dz\,e^{-q|z|}\cos G_zz\nonumber\\
&=\frac{4\pi}{q^2+G_z^2}\left[1-e^{-qR}\cos G_zR\right],
\end{align}
where $\sin G_zR=0$ removed a second term. At $G_z=0$, expanding the exponential gives
\begin{equation}
\frac{v(q,0)}{L_z}=\frac{4\pi}{2Rq^2}\left(qR-\frac{q^2R^2}{2}+\dots\right)=\frac{2\pi}{q}-\frac{\pi L_z}{2}+O(q).
\label{slab}
\end{equation}

The constant has a definite job. At small $q$ the true kernel is $2\pi/q-2\pi|z-z'|$. The Fourier coefficients of $-2\pi|z|$ on $(-R,R)$ are
\begin{equation}
-4\pi\int_0^Rz\cos G_zz\,dz=
\begin{cases}
4\pi(1-\cos G_zR)/G_z^2,&G_z\ne0,\\
-2\pi R^2,&G_z=0.
\end{cases}
\end{equation}
The first line is $v(0,G_z)$. The second, divided by $L_z$, is the constant in (\ref{slab}). All of them are needed to rebuild $-2\pi|z-z'|$, which does not depend on $L_z$. This requires that $|z-z'|<L_z/2$ wherever the pair densities matter.

\section{Expansion at small wavevector}

Integrate $D$ over both heights. With $u$ the periodic part of a Bloch state and $P_{\mathbf k}$ the projector on the occupied $u_{n\mathbf k}$,
\begin{equation}
\sum_m|\langle u_{n\mathbf k}|u_{m,\mathbf k-\mathbf p}\rangle|^2=1-\langle u_{n\mathbf k}|1-P_{\mathbf k-\mathbf p}|u_{n\mathbf k}\rangle .
\end{equation}
Write $u_{n\mathbf k}=u_{n,\mathbf k-\mathbf p}+p_a\partial_au_{n\mathbf k}+O(p^2)$. The projector $1-P_{\mathbf k-\mathbf p}$ removes the first term, so the loss starts at second order:
\begin{align}
\iint D&=N_e-\Omega_{ab}p_ap_b+O(p^4),\\
\Omega_{ab}&=\frac1N\sum_{\sigma\mathbf kn}\mathrm{Re}\langle\partial_au_{n\mathbf k}|1-P_{\mathbf k}|\partial_bu_{n\mathbf k}\rangle .
\end{align}
This is the gauge-invariant spread of the occupied Wannier functions, summed over spin, since position acts as $i\partial_{\mathbf k}$ on Bloch functions. The half-trace per electron is $0.406$ bohr$^2$ both from derivatives of Bloch states and from Wannier position elements.

Across the layer, orthonormality at $p=0$ gives
\begin{align}
\iint D(0;z,z')(z-z')^2&=2\Omega_{zz},\\
\Omega_{zz}&=\frac1N\sum_{\sigma\mathbf kn}\Bigl[\langle z^2\rangle_{n\mathbf k}-\sum_m|z_{nm}(\mathbf k)|^2\Bigr].
\end{align}
The $z^2$ and $z'^2$ terms supply the first part, and $-2zz'$ supplies the second.

Interchanging the two orbitals shows that $D(-\mathbf p;z,z')=D(\mathbf p;z',z)$. The kernel is symmetric in $z,z'$, so $F$ is even in $\mathbf p$. That also excludes a cubic term above and a linear analytic term in $F$. Expanding $e^{-p|z-z'|}$ to second order yields
\begin{equation}
F=\frac{2\pi N_e}{p}+c_0+2\pi p\left[\Omega_{zz}-\Omega_{ab}\hat p_a\hat p_b\right]+\dots,
\label{F}
\end{equation}
with $c_0=-2\pi\iint D(0;z,z')|z-z'|$. The omitted terms are analytic terms of order $p^2$ and nonanalytic terms of order $p^3$.

\section{Which terms the mesh gets wrong}

For a regular function, Poisson summation gives
\begin{equation}
\frac1{L^2}\sum_{\mathbf p}F(\mathbf p)-\int\frac{d^2p}{(2\pi)^2}F(\mathbf p)=\sum_{\mathbf R\ne0}f(\mathbf R),
\label{poisson}
\end{equation}
where $f(\mathbf R)=\int d^2p\,F e^{i\mathbf p\cdot\mathbf R}/(2\pi)^2$ and $\mathbf R$ are supercell vectors. If $F$ is analytic and decays at large $p$, then $f$ falls faster than any power of $R$. In an insulator $P_{\mathbf k}$ is analytic in $\mathbf k$, so $D$ is analytic in $\mathbf p$. Power-law errors therefore come from the odd powers of $p$ in (\ref{F}).

For the pole, the term at $\mathbf p=0$ is infinite and must be replaced. Define $C$ as the part of the integral that the remaining mesh points miss:
\begin{equation}
\frac CL=\int\frac{d^2p}{(2\pi)^2}\frac{2\pi}{p}-\frac1{L^2}\sum_{\mathbf p\ne0}\frac{2\pi}{p}.
\label{C}
\end{equation}
Both parts carry a factor $e^{-\beta p^2}$, with $\beta\to0$ after subtraction. To evaluate this, split
\begin{equation}
\frac{2\pi}{p}=\frac{2\pi}{p}\,\mathrm{erfc}\frac p{2\eta}+\frac{2\pi}{p}\,\mathrm{erf}\frac p{2\eta}.
\end{equation}
The parts are the transforms of $\mathrm{erf}(\eta r)/r$ and $\mathrm{erfc}(\eta r)/r$. To see this, write $\mathrm{erf}(\eta r)/r=(2/\sqrt\pi)\int_0^\eta e^{-r^2t^2}dt$, transform the Gaussian to $(\pi/t^2)e^{-p^2/4t^2}$, and substitute $x=p/2t$.

The first part converges at large $p$, and its integral is $\int_0^\infty\mathrm{erfc}(p/2\eta)\,dp=2\eta/\sqrt\pi$. For the second part use (\ref{poisson}), and add back its finite value at $p=0$, which is $2\sqrt\pi/\eta$. The result is
\begin{equation}
\frac CL=\frac{2\eta}{\sqrt\pi}+\frac{2\sqrt\pi}{\eta L^2}-\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}R-\frac1{L^2}\sum_{\mathbf p\ne0}\frac{2\pi}{p}\mathrm{erfc}\frac p{2\eta}.
\end{equation}

With $\eta=\sqrt\pi/L$, the first two terms give $4/L$. For an isotropic hexagonal mesh the six nearest supercell vectors have $R/L=(2/\sqrt3)^{1/2}=1.0746$. The two sums are equal, because the reciprocal lattice is also hexagonal. Hence
\begin{equation}
C\simeq4-2\times\frac{6\,\mathrm{erfc}(1.905)}{1.0746}\simeq3.921.
\end{equation}

\section{The element at zero wavevector}

The missing pole contribution must satisfy $X/L^2=C/L$, so $X=CL$. Multiplying by $L_z$ and restoring the slab constant gives, for unit exchange fraction,
\begin{equation}
\boxed{v_0=L_zCL-\frac{\pi L_z^2}{2}.}
\label{head}
\end{equation}
In the example $L=52.76$ bohr and $L_z=28.35$ bohr. The two terms are $5864$ and $-1262$ bohr$^2$, with sum $4602$ bohr$^2$.

If only the slab constant is kept, the energy per cell is too high by $N_eC/(2L)$ at leading order. For one level the exchange expectation value is $-L^{-2}\sum_{\mathbf p}F_{n\mathbf k}$, without the factor $1/2$. An occupied level has unit overlap with the occupied space at $p=0$; an empty one has none. For exchange fraction $\alpha$, the $C$ term therefore makes the changes
\begin{equation}
\Delta E=-\frac{\alpha N_eC}{2L},\quad
\Delta\epsilon_{\rm occ}=-\frac{\alpha C}{L},\quad
\Delta\epsilon_{\rm empty}=0.
\end{equation}
The gap opens by
\begin{equation}
\frac{\alpha C}{L}=\frac{0.25\times3.921}{52.76}=0.01858\ \text{hartree}=0.506\ \text{eV}.
\end{equation}
As an operator this correction is $-(\alpha C/L)P$, with $P$ the occupied projector. It shifts the filled space rigidly and does not mix filled with empty states, so it does not itself change the density.

At fixed cell, mesh and electron number, $\Delta E$ cancels from energy differences. Under area strain it does not. Since $L\propto\sqrt A$ at fixed $N$, a small relative change $\delta A/A$ changes $\Delta E$ by $|\Delta E|\,\delta A/(2A)$. Here $|\Delta E|=1.01$ eV per cell, so a 1\% area increase changes it by about 5 meV per cell.

Dropping the slab constant lowers the filled levels by a further $\alpha\pi L_z/(2L^2)$. In the example this widens the gap by a spurious 109 meV. At fixed mesh this error grows with the vacuum period.

\section{The remainder is a quadrupole energy}

The transform of $2\pi/p$ is $1/R$. Multiplication by $p_ap_b$ becomes $-\partial_a\partial_b$, so
\begin{equation}
2\pi\frac{p_ap_b}{p}\longrightarrow-\partial_a\partial_b\frac1R,\qquad
2\pi p\longrightarrow-\nabla^2\frac1R=-\frac1{R^3}.
\end{equation}
On an isotropic hexagonal mesh, the sum over directions replaces $\partial_a\partial_b$ by $\delta_{ab}\nabla^2/2$. Let $\Omega_\parallel=(\Omega_{xx}+\Omega_{yy})/2$ and $Z_3=\sum_{\mathbf R\ne0}(L/R)^3=8.893$. The linear terms of (\ref{F}) then give $\sum f=-Z_3(\Omega_{zz}-\Omega_\parallel)/L^3$. The prefactor $-1/2$ of the energy reverses the sign:
\begin{equation}
E_N^{\rm corr}-E_\infty=\frac{\alpha Z_3}{2L^3}(\Omega_{zz}-\Omega_\parallel)+O(L^{-5}).
\label{rem}
\end{equation}

A finite mesh surrounds the exchange hole by periodic images. The $C$ term removes their monopole interaction, regularized by the missing pole. Equation (\ref{rem}) is the next multipole, and it vanishes when the spreads across and along the layer are equal. For the model,
\begin{equation}
\frac{0.25\times8.893}{2(52.76)^3}(6.803-1.623)=3.92\times10^{-5}\ \text{hartree},
\end{equation}
or 1.07 meV per cell. The corrected mesh sum is in error by 1.06 meV.

The infinite-mesh reference uses Wannier functions. Their pair densities give the overlaps at any continuous $\mathbf p$, and the factor $p$ in the polar area element cancels the pole. The reference thus contains neither $C$ nor a finite-mesh value for the pole. On the $8\times8$ and $12\times12$ meshes the energy and gap remainders were tested against their laws; the differences are about 1\% or less of the predicted remainder. At $4\times4$ the energy law gives 28.8 meV against 28.1 meV found.

For the levels at $\Gamma$ the same expansion gives an error $\alpha Z_3Q/L^3$. The valence level, $z$-level 1, has
\begin{equation}
Q_v=\langle z^2\rangle_1-|z_{10}|^2-g_\Gamma=\frac1\omega-g_\Gamma,
\end{equation}
where $\omega$ is the confinement quantum and $g_\Gamma=0.294$ bohr$^2$ is the in-plane quantum metric, the coefficient of overlap loss at $\Gamma$. The empty $z$-level 2 has $Q_c=-|z_{21}|^2=-1/\omega$. Its in-plane dipoles to filled states vanish here because different $z$-levels are orthogonal. In a general crystal such dipoles add half their summed squares to $Q_c$. With $1/\omega=3.401$ bohr$^2$, $Q_c-Q_v=-6.51$ bohr$^2$, and the gap error is $-2.68$ meV. The mesh sum gives $-2.67$ meV.

\section{Cell averaging and mesh shape}

Another choice for the pole is the mean of $2\pi/p$ over the central mesh cell. That cell is a hexagon with apothem $h$ and area $2\sqrt3h^2=(2\pi)^2/L^2$. Its mean is
\begin{equation}
\frac{2\pi}{2\sqrt3h^2}\,12h\int_0^{\pi/6}\frac{d\varphi}{\cos\varphi}
=\frac{2\sqrt3\pi\ln3}{h}=3.542\,L .
\end{equation}
This falls short of $CL$ by $0.379L$. The reason is that other cells are still sampled at their centres. Since $\nabla^2(1/p)=1/p^3>0$, the leading sampling error in each has the same sign. With mesh step $\delta\propto1/L$, these errors add as $\delta^2\int_\delta d^2p/p^3\propto\delta$. Averaging the central cell alone therefore leaves an error of order $1/L$. In the example it is 99 meV per cell.

The constant also depends on mesh shape. A $12\times6$ mesh on the same crystal has $C=3.697$. Using that value leaves 3.5 meV per cell; using the isotropic value gives $-78$ meV. For such a mesh (\ref{C}) still holds, but the direction average leading to (\ref{rem}) does not. Here that average is not needed, because the symmetry of the crystal already makes $\Omega_{ab}=\Omega_\parallel\delta_{ab}$ in the plane. Equation (\ref{rem}) then applies with the lattice sum of the actual mesh, $Z_3=10.48$, and gives 3.56 meV per cell. In a crystal with an anisotropic spread the full tensor must be kept.

\section{Range-separated hybrids}

Let the exchange kernel be $[a_{\rm SR}\mathrm{erfc}(\mu r)+a_{\rm LR}\mathrm{erf}(\mu r)]/r$. Since $\mathrm{erf}=1-\mathrm{erfc}$, this equals $a_{\rm LR}/r+(a_{\rm SR}-a_{\rm LR})\mathrm{erfc}(\mu r)/r$. The three-dimensional transform of $\mathrm{erfc}(\mu r)/r$ is $(4\pi/Q^2)(1-e^{-Q^2/4\mu^2})$, which tends to $\pi/\mu^2$ at $Q=0$. The complete element, now including the exchange fractions, is
\begin{equation}
v_0=a_{\rm LR}\left[L_zCL-\frac{\pi L_z^2}{2}\right]+(a_{\rm SR}-a_{\rm LR})\frac\pi{\mu^2}.
\end{equation}
The last term assumes that the short-range part is left untruncated and that $L_z$ is large enough to keep it from reaching the next layer.

With $a_{\rm LR}=0$ there is no pole and no power-law mesh error. If the extent of the pair densities is small compared with $1/(2\mu^2R)$, the length over which $\mathrm{erfc}(\mu R)$ decays at the nearest supercell vectors, (\ref{poisson}) gives
\begin{equation}
E_N-E_\infty\simeq-\frac{a_{\rm SR}N_e}{2}\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\mu R)}R .
\end{equation}
For $a_{\rm SR}=0.25$ and $\mu=0.11$ bohr$^{-1}$, this predicts $-14.2$ meV per cell at $4\times4$; the mesh sum gives $-15.1$ meV. The estimate treats the hole as a point; the two values differ by 6\%. Here the decay length is 2.2 bohr, while the rms in-plane separation within the pair densities is $2\sqrt{0.406}\simeq1.3$ bohr, so the condition is met only roughly. The decay length falls as $1/R$, so the condition is met less well on larger meshes. At $12\times12$ the formula gives less than $10^{-12}$ meV, but it omits the exponential tails of the pair densities and is no longer a reliable estimate at that level. The computed difference of about $10^{-5}$ meV is a limit of the numerical comparison and should not be read as a mesh error. Adding the $C$ correction to such a functional would introduce an error.

\section{Reading the result for a real monolayer}

The lattice constant and the several-eV gap place the model in the rough regime of monolayer hexagonal boron nitride, but it is not a calculation of that material. It has four valence electrons per cell instead of eight, and its valence band is only 0.7 eV wide, far narrower than in the real crystal. The spreads and remainders therefore do not transfer. The 0.506 eV gap correction does transfer to any insulating monolayer with this cell, mesh and long-range exchange fraction. A real layer on a substrate breaks the assumption of an isolated sheet. For relative permittivity $\varepsilon=3.9$ at distance $d=0.33$ nm, classical image charges lower the gap by $(\varepsilon-1)/[2d(\varepsilon+1)]$, about 1.3 eV. This is a crude estimate at so short a distance, and it treats the layer as unpolarizable. The layer's own screening reduces the shift, which can then be comparable to the mesh correction or smaller. Whatever its size, it is a physical shift that a better mesh cannot supply.

Doping breaks the assumption of full bands. At $10^{12}$ cm$^{-2}$ in one spin-degenerate valley, the Fermi wavevector is 0.25 nm$^{-1}$, against a mesh step of 2.4 nm$^{-1}$. The pocket lies inside one mesh cell, and its sharp occupation edge invalidates the analytic expansion. The resulting energy error is not estimated here. Thermal carriers are negligible at 300 K for the model's indirect gap, which is 7.3 eV before exchange and about 10.4 eV with it. Orbital relaxation is also left out, and it is larger than the remainders derived above. Mixing of $z$-levels 0 and 2 shifts a level by only 0.07 meV, but its exchange matrix element, 0.03 eV, is unusually small. At $\Gamma$ the valence level mixes with $z$-level 3 through an element of 0.8 eV and drops by 35 to 40 meV. Higher in-plane bands lower it by roughly 12 meV more, and mixing with $z$-level 4 lowers the empty level by about 23 meV. The errors quoted here compare meshes at fixed orbitals and do not contain these shifts. In a self-consistent calculation the remainder must be evaluated with the spreads of the relaxed orbitals.

For this cell and $\alpha=0.25$, the uncorrected gap error falls as $1/n$ on an $n\times n$ mesh. Reaching 10 meV would take $n\simeq12\times506/10\simeq600$. With the correction, the $8\times8$ error is already 9 meV. That gain requires a gap and a supercell large compared with the spread lengths. The numerical output below lists the other meshes.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant 0.25 nm, vacuum period 1.5 nm
in-plane Fourier potential 10.0 eV
confinement quantum 8.0 eV
exchange fraction 0.25, screening 0.11 1/bohr
cell area 19.3290 bohr^2, L for 12x12 52.7576 bohr
model gap before exchange 7.276 eV
in-plane valence band width 0.724 eV
C hexagonal 3.921032, Z3 hexagonal 8.89275
constant from central-cell average 3.541607
C for 12x6 mesh 3.696784
head, C term 5863.76 bohr^2
head, slab constant -1262.12 bohr^2
head, total 4601.64 bohr^2
full exchange energy, infinite mesh -1.507868 hartree/cell
fraction*exchange gap at Gamma 3.0729 eV
spread zz 6.8028, in-plane 1.6225 bohr^2
quantum metric mean 0.40562, Gamma 0.29443 bohr^2
half-trace Wannier spread 0.40563 bohr^2
Errors below include the exchange fraction; slab constant kept
mesh: energy raw, corrected, L^-3 law (meV/cell)
 4x4: 3061.657, 28.067, 28.811
 6x6: 2030.829, 8.436, 8.537
 8x8: 1520.372, 3.577, 3.601
 12x12: 1012.260, 1.064, 1.067
mesh: Gamma gap raw, corrected, L^-3 law (meV)
 4x4: -1586.762, -69.968, -72.395
 6x6: -1032.314, -21.117, -21.450
 8x8: -767.366, -8.968, -9.049
 12x12: -508.268, -2.669, -2.681
12x12 gap correction 0.018580 hartree = 0.5056 eV
12x12 energy error, central-cell average 98.91 meV/cell
12x12 gap error if slab constant is dropped 108.83 meV
12x6 energy error, own C 3.521 meV/cell
12x6 energy error, hexagonal C -78.265 meV/cell
screened exchange 4x4 error -15.055 meV/cell
screened exchange 4x4 image law -14.192 meV/cell
screened exchange 12x12 error 0.00001 meV/cell
neglected: z-level 0-2 relaxation 0.07 meV
neglected: substrate (eps 3.9, 0.33 nm) gap shift about 1.29 eV
neglected: thermal factor exp(-gap/2kT) at 300 K 7.6e-62
neglected: doping 1e+12 cm^-2, Fermi wavevector 0.251 1/nm
12x12 mesh step 2.418 1/nm
\end{verbatim}
